How much nanowire overlap on an isothermal membrane is enough?

**Question**

I am planning a thermal conductance measurement on a nanowire suspended between two heated membranes in vacuum. Each end of the wire simply rests on its membrane. I want to know how much overlap I need before the contact resistance stops mattering.

My first estimate was to call g the wire-to-membrane conductance per unit length and write R = 1/(gL) for an overlap L. That falls for ever, so it gives no sensible length at which to stop. I was told to treat the overlapping end as a fin, but I don't see where a definite length comes from. Is it where the wire has cooled to the membrane temperature? And once I have that length, may I ignore the contacts?

My rough numbers are: diameter 100 nm, conductivity 40 W/(m K), suspended span 5 µm, temperature 300 K. I guess that the wire touches along a strip 10 nm wide, with an interface conductance of 20 MW/(m² K).

**Answer**

Your estimate assumes that the whole overlap sits at one temperature. In fact heat must travel along the wire to reach the far part of the contact, and that costs a temperature drop. The competition between the two sets a length.

**The fin equation**

Let x run from the membrane edge (x = 0) to the wire tip (x = L). Let θ(x) be the wire temperature minus the membrane temperature. I assume steady diffusive conduction, constant properties, a uniform temperature over each cross-section, an isothermal membrane and no heat loss from the tip face.

The heat flowing towards the tip is −kAθ′, with k the wire conductivity and A its cross-section. Between x and x + dx this flow drops by the heat given to the membrane, gθ dx:

d(−kAθ′)/dx = −gθ

θ″ = θ/ℓ², with ℓ = √(kA/g)

The solution with θ(0) = θ₀ and θ′(L) = 0 is

θ = θ₀ cosh((L−x)/ℓ) / cosh(L/ℓ).

The cosh of (L−x) has zero slope at the tip, and the denominator fixes the value at the edge. Its slope at the edge is θ′(0) = −(θ₀/ℓ) tanh(L/ℓ), so the entering heat is

Q = −kAθ′(0) = θ₀ (kA/ℓ) tanh(L/ℓ).

Since kA/ℓ = √(gkA), the contact resistance R = θ₀/Q is

R(L) = R∞ coth(L/ℓ), with R∞ = 1/√(gkA) = ℓ/(kA).

The last form has a simple meaning: a long contact costs as much as an extra length ℓ of suspended wire.

**Short and long overlaps**

Write u = L/ℓ. For small u,

coth u ≈ (1 + u²/2) / [u(1 + u²/6)] ≈ 1/u + u/3.

With R∞ℓ = 1/g and R∞/ℓ = 1/(kA), this becomes

R ≈ 1/(gL) + L/(3kA).

The first term is your estimate. The second is the leading cost of carrying heat along the contact.

For large u, multiply the numerator and denominator of coth u by e^(−u):

coth u = (1 + e^(−2u)) / (1 − e^(−2u)) ≈ 1 + 2e^(−2u).

The excess over R∞ therefore dies away over ℓ/2, not ℓ. The slope,

dR/dL = −(R∞/ℓ) / sinh²(L/ℓ),

is negative at every finite L. More overlap always helps in this model, but by an exponentially shrinking amount. There is no sharp end point, so you must choose a tolerance.

**The length for a chosen tolerance**

Require R = (1+ε)R∞, that is, coth u = 1+ε. With p = e^(2u),

(p+1)/(p−1) = 1+ε

p + 1 = (1+ε)p − (1+ε)

2 + ε = εp

p = 1 + 2/ε.

Taking the logarithm gives

L_ε = (ℓ/2) ln(1 + 2/ε).

The factors multiplying ℓ are 1.52, 1.86 and 2.65 for tolerances of 10%, 5% and 1%.

The tip has not reached the membrane temperature at this length. From the profile, θ(L)/θ₀ = 1/cosh u. Since 1/cosh²u = 1 − tanh²u and tanh u = 1/(1+ε),

θ(L)/θ₀ = √(1 − 1/(1+ε)²).

For ε = 5% this is 0.305: the tip keeps about 30% of the edge's excess temperature. For small ε the ratio is about √(2ε), so it falls much more slowly than ε itself.

**Your numbers**

The conductance per length is the interface conductance times the strip width:

g = (20 × 10⁶)(10 × 10⁻⁹) = 0.20 W/(m K).

With A = 7854 nm², kA = 3.14 × 10⁻¹³ W m/K. Hence

ℓ = √(3.14 × 10⁻¹³ / 0.20) m = 1.25 µm

R∞ = 1/√(0.20 × 3.14 × 10⁻¹³) K/W = 3.99 MK/W.

The overlaps for 10%, 5% and 1% are 1.91, 2.33 and 3.32 µm per end. At the 5% length R = 4.19 MK/W. Halving that overlap raises R by 30.5%, while doubling it lowers R by only 4.6%. About 2.3 µm is thus a reasonable stopping point for the ideal fin.

I compared the formula with a finite-volume solution of the whole wire, including both contacts, for L/ℓ = 0.2, 1, 2 and 4. The largest difference was 9 × 10⁻⁷ of the contact resistance. This checks the solution of the fin model, not the model's assumptions.

**Saturated does not mean negligible**

With two equal contacts and a span S, the measured resistance is

R_tot = S/(kA) + 2R.

Here S/(kA) = 15.9 MK/W, so at the 5% length R_tot = 15.9 + 2(4.19) = 24.3 MK/W. If you ignored the contacts, you would report

k_app = S/(A R_tot) = k / (1 + 2R kA/S) = 26.2 W/(m K)

instead of 40. Longer overlap cannot cure this, because 2R∞ remains. You need a larger g, a longer span (which makes 2R a smaller share of the total), or a way to separate the contact and span contributions.

If what matters to you is the total, set the tolerance there. Let R_tot exceed its own long-overlap limit by a fraction δ, with S held fixed. The excess is 2εR∞, so

2εR∞ = δ[S/(kA) + 2R∞].

Dividing by 2R∞ = 2ℓ/(kA) gives

ε = δ[1 + S/(2ℓ)].

For δ = 1%, your numbers give ε = 2.99% and L = 2.64 µm.

Fixed S matters here. If the wire's total length is fixed instead, adding ΔL of overlap at each end shortens the span by 2ΔL and removes a further 2ΔL/(kA). The total then keeps falling because the suspended sample is shorter, even when the contacts have saturated.

**Is one temperature per cross-section good enough?**

Heat has to cross the wire to reach the contact, which adds a resistance in series with 1/g. A slab shows the idea. Let it have thickness t, with heat flux q leaving through the face z = 0 and the other face insulated. Conduction along the slab supplies this heat, nearly uniformly over the thickness, so

kT_zz = −q/t, with T_z(t) = 0

kT_z = q(1 − z/t)

T(z) − T(0) = (q/k)[z − z²/(2t)].

Averaging over z gives (q/k)(t/2 − t/6) = qt/(3k), an extra resistance t/(3k) per unit area. In a two-dimensional solution with Biot number (interface conductance × t/k) 0.10, a free length 3t and a contact length 6t, the plain fin gave R 1.8% too low. Adding t/(3k) reduced the error to 0.11%, both relative to the two-dimensional result.

For your round wire, let a = d/2 be the radius and q′ the heat leaving per unit length. It leaves uniformly through an arc −α < φ < α, with α = b/d for strip width b. The Fourier series of the outward flux is

(q′/(2πa)) [1 + 2 Σ (sin nα/(nα)) cos nφ], n = 1, 2, …

A uniform supply q′/(πa²) and this surface flux are matched by

T = C − q′r²/(4πka²) − (q′/(πk)) Σ [sin nα/(n²α)] (r/a)ⁿ cos nφ.

The r² term balances the supply, each term of the sum is harmonic, and −k∂T/∂r at r = a reproduces the flux. Over the disk, r²/a² averages to 1/2 and the cosines to zero. Over the arc, r²/a² = 1 and cos nφ averages to sin nα/(nα). Disk mean minus arc mean, divided by q′, is therefore

r_w = (1/(πk)) [1/8 + Σ sin²(nα)/(n³α²)].

For α = 0.1 this is 0.026 m K/W, against 1/g = 5.0 m K/W. Within the diffusive model, the cross-section is not your problem.

**Is the membrane isothermal?**

This assumption is weaker. Take bare silicon nitride with thickness t_m = 500 nm and a rough conductivity k_m = 3 W/(m K). There are two effects.

First, heat is squeezed through a narrow strip before it fills the membrane thickness. Put a line source q′ on the top face at y = 0, with both faces otherwise insulated. Across the thickness, the source expands as

(1/t_m) [1 + 2 Σ cos(nπz/t_m)].

The constant term gives ordinary in-plane spreading. Each other term obeys

k_m[T_n″ − (nπ/t_m)²T_n] = −(2q′/t_m) δ(y).

Its solution decays on both sides, with a slope jump −2q′/(k_m t_m) at y = 0:

T_n = (q′/(nπk_m)) e^(−nπ|y|/t_m).

Summing at the top face gives

−(q′/(πk_m)) ln(1 − e^(−π|y|/t_m)) ≈ −(q′/(πk_m)) ln(π|y|/t_m), for |y| ≪ t_m.

Now spread the source over the strip and average the temperature over it. Two random points in the strip have separation s with probability density 2(b−s)/b². The mean of ln s is

2(ln b − 1) − (ln b − 1/2) = ln b − 3/2.

So, for b ≪ t_m, the constriction adds

r_m = (1/(πk_m)) [ln(t_m/(πb)) + 3/2] = 0.45 m K/W,

about 9% of 1/g. This local formula assumes that the heat input varies slowly along the wire over a distance t_m. With ℓ = 1.25 µm that is only moderately well satisfied.

Second, heat spreads sideways through the membrane. I coupled the fin to a conducting sheet 10 µm deep along the wire and 20 µm wide, with insulated edges and heat removed uniformly over its area. The contact resistance was then measured from the wire at the membrane edge to the mean sheet temperature. At an overlap of 2.33 µm, R rises from 4.19 to 4.58 MK/W from in-plane spreading alone. Including r_w and r_m as well gives 4.82 MK/W on the grid used (4.81 in the fine-grid limit), 15% above the ideal fin.

The 5% length becomes 2.58 µm on that grid (2.57 in the fine-grid limit), now measured against R for an overlap across the full 10 µm depth. Doubling the grid spacing changed R by 0.4% and this length by 0.01 µm. Those shifts concern the grid. The uniform heat removal is a further simplification, since real membranes lose heat mainly through their support beams. Removing the heat along the two side edges, or along the far edge, instead raises R by about 1% and moves the 5% length by about 0.01 µm.

**How this sits beside a real device**

Your values are in the rough range of a silicon nanowire laid dry on a silicon nitride microbridge near room temperature. The least certain one is g, because neither the true contact width nor the interface conductance is easily known. Since ℓ varies as 1/√g, a g four times smaller doubles the ideal 5% length to 4.65 µm, and a g four times larger halves it to 1.16 µm. That uncertainty outweighs the membrane correction found above. The correction is not a fixed percentage, though: it becomes relatively larger as g increases, because the membrane terms then compete with a smaller 1/g. At the same strip width, the rise of R over the ideal fin, taken at the ideal 5% length, is about 4% for g four times smaller and about 47% for g four times larger. The 5% lengths are then 4.8 and 1.5 µm. A metal film on the membrane would provide another path for in-plane heat, so the bare-nitride spreading estimate should not be applied to it unchanged.

Radiation from the span is small when the surroundings are close to the cold-end temperature. For a black surface, the conductance per length is g_r = 4σT³πd, with σ the Stefan–Boltzmann constant. Let the surroundings be at the cold-end temperature and the ends differ by ΔT. The mean excess is ΔT/2, so radiated over conducted heat is

(g_r SΔT/2) / (kAΔT/S) = g_r S²/(2kA) ≈ 8 × 10⁻⁵.

If both membranes are warmer than the surroundings, replace ΔT/2 in the first bracket by the span's mean excess over the surroundings. The ratio then grows as that excess divided by ΔT, so check it if you use a small ΔT between two strongly heated membranes.

The diffusive assumption needs ℓ to be much longer than the distance over which heat carriers lose their direction. If surface scattering makes that distance comparable with d, the relevant ratio is d/ℓ = 0.08. This is a guide, not a calculated correction, and it concerns only conduction along the wire. The estimate r_w applies the diffusion equation across the diameter and near a strip narrower than d, so it is not reliable in that case. A silicon wire with k = 40 W/(m K), against about 150 W/(m K) in bulk, is such a case. Any extra resistance close to the strip must then be counted as part of the uncertainty in g.

For your assumed g, I would plan on about 2.6 µm of overlap per end, or nearer 5 µm if g could be four times smaller. Either way, keep the contact term when you extract k. The full set of values is in the numerical output below.

Computed values

```
wire diameter: 100 nm
wire conductivity k: 40 W/(m K)
suspended span S: 5.0 um
contact strip width b: 10 nm
interface conductance: 20 MW/(m2 K)
temperature: 300 K
conductance per length g: 0.200 W/(m K)
cross-section A: 7854 nm2
kA: 3.1416e-13 W m/K
decay length ell: 1.253 um
long-contact limit R_inf: 3.989 MK/W
span resistance S/(kA): 15.915 MK/W
L_eps/ell for eps = 10%: 1.522 (no unit)
L_eps for eps = 10%: 1.908 um
L_eps/ell for eps = 5%: 1.857 (no unit)
L_eps for eps = 5%: 2.327 um
L_eps/ell for eps = 1%: 2.652 (no unit)
L_eps for eps = 1%: 3.323 um
R at the 5% length: 4.189 MK/W
tip/edge temperature ratio at the 5% length: 0.305 (no unit)
change of R if 5% length is halved: 30.5 %
change of R if 5% length is doubled: -4.6 %
total resistance at the 5% length: 24.293 MK/W
apparent conductivity at the 5% length: 26.2 W/(m K)
allowed excess of total resistance delta: 1 %
equivalent contact tolerance eps: 2.99 %
contact length for that delta: 2.642 um
5% length if g is 4 times smaller: 4.654 um
5% length if g is 4 times larger: 1.164 um
largest fin-formula error against finite volumes: 8.9e-07 (fraction)
slab test, Biot number: 0.10 (no unit)
slab test, plain fin error: -1.80 %
slab test, corrected fin error: 0.11 %
interface term 1/g: 5.000 m K/W
wire-section term: 0.0257 m K/W
membrane conductivity: 3 W/(m K)
membrane thickness: 500 nm
membrane depth along wire: 10 um
membrane width: 20 um
membrane constriction term: 0.453 m K/W
R at 5% length with in-plane spreading only: 4.584 MK/W
R at 5% length with all three terms: 4.816 MK/W
rise over ideal fin, all three terms: 15.0 %
5% length with all three terms: 2.58 um
coarser-grid shift of that R: 0.39 %
coarser-grid shift of that length: 0.010 um
radiated/conducted heat on span: 7.7e-05 (fraction)
diameter/decay length: 0.080 (no unit)
```
